# The collinear H + H2 barrier from CCSD, CCSD(T) and CCSDT

## Problem

The reaction H + H\(_2\) → H\(_2\) + H passes through a symmetric collinear saddle point. With clamped nuclei, no relativity and no zero-point energy, its classical barrier is

\[
B=E(\mathrm{H_3,\ saddle})-E(\mathrm{H_2})-E(\mathrm{H}).
\]

A rough value for its complete-basis limit is 9.6 kcal/mol.

The saddle has two equal distances \(R=1.7580\) bohr, and H\(_2\) has bond length 1.4038 bohr. Both come from full configuration interaction (FCI) in cc-pVTZ, by fitting a parabola to three energies 0.03 bohr apart, and are then kept fixed. The fit leaves each length about 0.0005 bohr too long, which changes the cc-pVTZ barrier by less than 0.001 kcal/mol. H\(_3\) has two \(\alpha\) electrons and one \(\beta\) electron, and its reference determinant \(|0\rangle\) is the unrestricted Hartree-Fock (UHF) one. The basis cc-pV\(X\)Z has cardinal number \(X=2,3,4\) for D, T, Q. The computed total energies, in hartree, are as follows.

Saddle, H\(_3\):

| \(X\) | UHF | CCSD | CCSD(T) | FCI |
|---|---|---|---|---|
| 2 | −1.6010381 | −1.6461120 | −1.6464166 | −1.6465191 |
| 3 | −1.6047801 | −1.6557389 | −1.6561908 | −1.6563085 |
| 4 | −1.6053372 | −1.6576467 | −1.6581431 | −1.6582622 |

Reactants:

| \(X\) | H | H\(_2\), HF | H\(_2\), FCI |
|---|---|---|---|
| 2 | −0.4992784 | −1.1287275 | −1.1634526 |
| 3 | −0.4998098 | −1.1329393 | −1.1723366 |
| 4 | −0.4999456 | −1.1334360 | −1.1737958 |

(a) Show that CCSDT equals FCI for three electrons in a given basis. Which part of the barrier carries the CCSD error?

(b) Give equations from which the H\(_3\) energies can be computed, including the (T) correction.

(c) Find the barriers in each basis.

(d) Extrapolate them to the basis limit, and separate the error of the correlation method from that of the basis.

## Solution

### (a) Where the cluster expansion ends

Let \(T_k\) excite \(k\) electrons from occupied to virtual orbitals. These operators commute, because the occupied and virtual sets are disjoint. An FCI state that overlaps the reference can be scaled to

\[
|\Psi\rangle=(1+C_1+C_2+C_3)|0\rangle .
\]

There is no \(C_4\), since there are three electrons. Expanding \(e^{T_1+T_2+T_3}|0\rangle\) and collecting terms by excitation rank gives

\[
C_1=T_1,\qquad C_2=T_2+\tfrac12T_1^2,\qquad
C_3=T_3+T_1T_2+\tfrac16T_1^3 .
\]

These relations can be solved in order:

\[
T_1=C_1,\qquad T_2=C_2-\tfrac12C_1^2,\qquad
T_3=C_3-C_1C_2+\tfrac13C_1^3 .
\]

In the last expression, \(-T_1T_2=-C_1C_2+\frac12C_1^3\), and subtracting \(\frac16C_1^3\) leaves the factor \(\frac13\). Thus every such FCI state has the CCSDT form.

The CCSDT equations are

\[
\langle\mu|e^{-T}He^{T}|0\rangle=0
\]

for every singly, doubly and triply excited determinant \(\mu\). Together with \(|0\rangle\), these determinants span the whole three-electron space of the given spin projection. Hence \(e^{-T}He^T|0\rangle=E|0\rangle\), and multiplication by \(e^T\) gives \(H|\Psi\rangle=E|\Psi\rangle\). Conversely, an eigenstate with the \(T\) constructed above satisfies the equations. Excited eigenstates that overlap the reference are solutions too, so the root belonging to the ground state must be selected.

A small case shows this at work. In 6-31G, H\(_3\) has six spatial orbitals and \(\binom62\times6=90\) determinants. Solving the CCSDT equations and diagonalizing the Hamiltonian both give −1.62628226 hartree, whereas CCSD gives −1.62614159 hartree.

The same argument with two electrons makes CCSD exact in the basis for H\(_2\). For H, Hartree-Fock is already exact in the basis, because the self-repulsion cancels against exchange.

For distant fragments \(A=\mathrm{H_2}\) and \(B=\mathrm H\), the reference factorizes, \(H=H_A+H_B\), and one may take \(T=T_A+T_B\). Operators on different fragments commute, so

\[
e^{-T}He^T=e^{-T_A}H_Ae^{T_A}+e^{-T_B}H_Be^{T_B}.
\]

The equations separate and the energies add. Since \(T_A\) needs at most doubles and \(T_B\) at most singles, CCSD describes the separated reactants without error in the basis. A calculation with the atom about 40 bohr away confirms this in cc-pVDZ. Therefore

\[
B_{\rm CCSD}-B_{\rm FCI}
=E_{\rm CCSD}(\mathrm{H_3})-E_{\rm FCI}(\mathrm{H_3}).
\]

The CCSD error sits at the saddle, where three electrons are correlated together.

### (b) Working equations

**FCI.** Let \(h_i\) contain the kinetic energy and nuclear attraction of electron \(i\). Each electron belongs to two of the three pairs, so the electronic Hamiltonian is

\[
H=w_{12}+w_{13}+w_{23},\qquad
w_{ij}=\frac1{r_{ij}}+\frac{h_i+h_j}{2}.
\]

The nuclear repulsion is added at the end. Write the state as \(C_{pqr}\), with \(p,q\) for the \(\alpha\) electrons, \(r\) for the \(\beta\) electron, and \(C_{pqr}=-C_{qpr}\). The action of \(w_{13}\) is

\[
D_{pqr}=\sum_{p'r'}\langle pr|w|p'r'\rangle C_{p'qr'} .
\]

Exchanging \(p\) and \(q\) here gives \(D_{qpr}=\sum\langle qr|w|p'r'\rangle C_{p'pr'}\). Antisymmetry turns \(C_{p'pr'}\) into \(-C_{pp'r'}\), so the action of \(w_{23}\) is \(-D_{qpr}\). Hence

\[
(HC)_{pqr}=\sum_{p'q'}\langle pq|w|p'q'\rangle C_{p'q'r}
+D_{pqr}-D_{qpr}.
\]

An iterative eigenvalue solver needs nothing more than this product.

**CCSD.** Set \(T_3=0\). Triply excited determinants remain through \(T_1T_2+\frac16T_1^3\); what is missing is their connected part. Since \(T_2^2|0\rangle\) would excite four electrons,

\[
|\Psi_{\rm CCSD}\rangle=e^{T_1}(1+T_2)|0\rangle .
\]

To evaluate \(e^{T_1}\), let \(a_i^\dagger\) create an occupied orbital and \(a_a^\dagger\) a virtual one. Then \([T_1,a_i^\dagger]=\sum_at_i^aa_a^\dagger\), and a second commutator with \(T_1\) vanishes. Consequently

\[
e^{T_1}a_i^\dagger e^{-T_1}=a_i^\dagger+\sum_a t_i^a a_a^\dagger .
\]

Each occupied orbital is replaced by itself plus its single-excitation amplitudes, which makes the state easy to build.

The amplitudes follow from

\[
\langle\mu|(H-E)|\Psi_{\rm CCSD}\rangle=0,\qquad
\mu=0,\ \text{singles, doubles}.
\]

This is equivalent to the usual projected form. If \(e^{-T}(H-E)e^T|0\rangle\) has nothing but triple components, multiplying by \(e^T\) leaves it unchanged, because no higher excitation exists. Multiplication by \(e^{-T}\) proves the converse.

**Perturbative triples.** Write \(H=F+V\), with \(F\) the Fock operator, diagonal in canonical UHF orbitals. Brillouin's theorem gives \(\langle\mu_1|V|0\rangle=0\) for singles. Let \(\Delta_\mu\) be the sum of particle energies minus the sum of hole energies. To leading order, the triples equation is

\[
\Delta_{\mu_3}t_{\mu_3}+\langle\mu_3|[V,T_2]|0\rangle=0 .
\]

The term \(T_2V|0\rangle\) could reach a triple through a single in \(V|0\rangle\), and that single vanishes. As \(F\) does not couple different determinants, \(V\) may be replaced by \(H\):

\[
W_{\mu_3}=\langle\mu_3|HT_2|0\rangle,\qquad
t_{\mu_3}=-\frac{W_{\mu_3}}{\Delta_{\mu_3}} .
\]

These triples do not enter the energy directly, since \(H\) changes at most two orbitals. They first change the doubles by

\[
\delta t_{\mu_2}=-\frac{\langle\mu_2|VT_3|0\rangle}{\Delta_{\mu_2}} .
\]

The energy changes by \(\sum\langle0|V|\mu_2\rangle\delta t_{\mu_2}\). With the leading doubles amplitude \(t_{\mu_2}=-\langle\mu_2|V|0\rangle/\Delta_{\mu_2}\) and real orbitals, this becomes

\[
\sum_{\mu_2}t_{\mu_2}\langle\mu_2|VT_3|0\rangle
=\sum_{\mu_3}W_{\mu_3}t_{\mu_3}.
\]

Triples also change the singles, by \(\delta t_{\mu_1}=-\langle\mu_1|VT_3|0\rangle/\Delta_{\mu_1}\). The altered singles act on the doubles and so change the energy by \(\sum\langle0|T_2^\dagger V|\mu_1\rangle\delta t_{\mu_1}\). Using \(t_{\mu_1}=-\langle\mu_1|VT_2|0\rangle/\Delta_{\mu_1}\), one obtains

\[
\sum_{\mu_1}t_{\mu_1}\langle\mu_1|VT_3|0\rangle
=\sum_{\mu_3}Z_{\mu_3}t_{\mu_3},\qquad
Z_{\mu_3}=\langle\mu_3|HT_1|0\rangle .
\]

Adding the two contributions and inserting converged CCSD amplitudes gives

\[
E_{(T)}=-\sum_{\mu_3}\frac{W_{\mu_3}(W_{\mu_3}+Z_{\mu_3})}{\Delta_{\mu_3}} .
\]

This correction assumes small amplitudes and gaps \(\Delta\) that are not small. It loses its footing when another determinant competes with the reference.

### (c) Barriers in each basis

For FCI in cc-pVQZ,

\[
B=-1.6582622+1.1737958+0.4999456=0.0154792\ \text{hartree}.
\]

With 1 hartree = 627.5095 kcal/mol, this is 9.713 kcal/mol. For CCSD and CCSD(T), the H\(_3\) energy changes while the reactant energies stay the same. The UHF barrier uses the HF energy of H\(_2\). In kcal/mol:

| \(X\) | UHF | CCSD | CCSD(T) | CCSDT = FCI |
|---|---|---|---|---|
| 2 | 16.923 | 10.429 | 10.237 | 10.173 |
| 3 | 17.551 | 10.296 | 10.012 | 9.938 |
| 4 | 17.598 | 10.100 | 9.788 | 9.713 |

Correlation lowers the barrier because it stabilizes H\(_3\) more than H\(_2\). In cc-pVQZ the correlation energies are −0.0529250 and −0.0403598 hartree. Their difference, −0.0125652 hartree, is −7.885 kcal/mol. The UHF saddle has \(\langle S^2\rangle=0.7871\), against 0.75 for a pure doublet, so the reference is mildly spin-contaminated. FCI does not depend on that choice of reference.

The stationary point has the expected character. Reflection symmetry forbids a linear energy change when the central atom moves along the axis, and rotational symmetry forbids one on bending. In FCI/cc-pVTZ, moving the central atom by 0.10 bohr lowers the energy by 0.167 kcal/mol, while bending to 170° raises it by 0.159 kcal/mol.

### (d) The basis limit

**Hartree-Fock part.** Assume \(E_X=E_\infty+Ae^{-bX}\) for each species. The deviations from the limit then form a geometric sequence:

\[
(E_2-E_\infty)(E_4-E_\infty)=(E_3-E_\infty)^2 .
\]

The terms in \(E_\infty^2\) cancel, and therefore

\[
E_\infty=\frac{E_2E_4-E_3^2}{E_2+E_4-2E_3}
=E_4-\frac{(E_4-E_3)^2}{E_2+E_4-2E_3}.
\]

The second form avoids subtracting large products. For H\(_3\),

\[
E_\infty=-1.6053372-\frac{(0.0005571)^2}{0.0031849}
=-1.6054346\ \text{hartree}.
\]

Likewise H\(_2\) gives −1.1335024 and H gives −0.4999922 hartree. The extrapolated Hartree-Fock barrier is

\[
-1.6054346+1.1335024+0.4999922=0.0280600\ \text{hartree},
\]

or 17.608 kcal/mol. The separate total energies are less reliable than this difference. In cc-pV5Z without its g functions, Hartree-Fock already gives −1.6055274 hartree for H\(_3\) and −1.1335847 for H\(_2\), both about 0.0001 hartree below the extrapolated values. A variational energy cannot lie below the true limit, so the exponential law stops too early for these two species. The errors nearly cancel in the barrier, which is 17.603 kcal/mol in that larger basis and 17.601 with twelve even-tempered s functions plus the p and d shells of cc-pV5Z. The value 17.608, and every extrapolated barrier built on it below, is therefore uncertain by about 0.01 kcal/mol from this part alone.

**Correlation part.** The orbital expansion converges slowly where two electrons meet. Model the correlation contribution to the barrier by \(b_X=b_\infty+AX^{-3}\). Multiplying by \(X^3\) and subtracting the equations for \(X=3\) and \(4\) eliminates \(A\):

\[
b_\infty=\frac{64b_4-27b_3}{37}.
\]

From the table, \(b_3=9.938-17.551\) and \(b_4=9.713-17.598\). With unrounded energies these are −7.612 and −7.885 kcal/mol, so

\[
b_\infty=\frac{64(-7.885)-27(-7.612)}{37}=-8.084\ \text{kcal/mol},
\]

\[
B_{\rm FCI}^{TQ}=17.608-8.084=9.524\ \text{kcal/mol}
=0.015178\ \text{hartree}.
\]

The D and T energies instead give \(b_\infty=-7.976\) and \(B_{\rm FCI}^{DT}=9.632\) kcal/mol, with the same Hartree-Fock limit. The rough target of 9.6 lies between the two estimates. Their difference of 0.11 kcal/mol indicates the uncertainty of the correlation extrapolation but does not bound it. The finite-basis barriers also depend strongly on the basis family. At the same geometries, diffuse functions lower the FCI barrier from 10.173 to 9.199 kcal/mol in aug-cc-pVDZ and from 9.938 to 9.691 in aug-cc-pVTZ. The D and T extrapolation in that family gives 9.63 kcal/mol with the same Hartree-Fock limit.

The inverse-cube law can be confronted with the data. Fitted to D and T, it has \(A=9.81\) kcal/mol and predicts \(b_4=-7.976+9.81/64=-7.82\) kcal/mol. The calculation gives −7.885. The law is thus useful here without being accurate to the last printed digits.

Two free atoms provide separate checks. For H, extrapolation reduces the error relative to −0.5 hartree from \(5.4\times10^{-5}\) to \(0.8\times10^{-5}\) hartree. For He, FCI/cc-pVQZ gives −2.902411 hartree and extrapolation gives −2.903761. An explicitly correlated variational expansion gives −2.903628 with polynomials of third order and settles at −2.903724 by eighth order. Relative to the converged value, extrapolation reduces the difference from 0.00131 to 0.00004 hartree in magnitude and changes its sign. A variational value is an upper bound, and an extrapolated energy need not be one.

**Error of the correlation method.** Subtracting FCI from the other barriers in the same basis gives, in kcal/mol:

| \(X\) | CCSD error | CCSD(T) error |
|---|---|---|
| 2 | 0.255 | 0.064 |
| 3 | 0.357 | 0.074 |
| 4 | 0.386 | 0.075 |

The CCSD error grows as the basis improves, so a small basis understates the effect of connected triples. In cc-pVQZ, (T) removes \(1-0.0747/0.3863=81\%\) of that error.

Because the extrapolation is linear in the correlation energy, the limit of each method is the FCI limit plus its extrapolated error. For CCSD,

\[
\frac{64(0.3863)-27(0.3574)}{37}=0.41\ \text{kcal/mol},
\]

which leads to a barrier of 9.93 kcal/mol. For CCSD(T), the extrapolated error is 0.08 and the barrier is 9.60 kcal/mol.

To see how much the basis dependence of the method error matters, suppose that this error were independent of the basis and add its cc-pVTZ value to the FCI limit. This gives 9.88 kcal/mol for CCSD and 9.60 for CCSD(T). The assumption costs 0.05 kcal/mol for CCSD and is harmless at this precision for CCSD(T), whose error hardly changes between T and Q.

The agreement of CCSD(T) with 9.6 does not make it better than CCSDT. In every basis used, CCSD(T) lies above the FCI result that it approximates. Its positive method error happens to offset the amount by which the TQ extrapolation falls below the target.

The best-founded statement from these data is a classical barrier near 9.6 kcal/mol, with extrapolated estimates running from 9.52 to 9.63. The remaining uncertainty comes mainly from the basis, since CCSDT has no correlation error within one. This advantage ends with a fourth correlated electron: \(T_4\) can then be nonzero, and CCSDT is in general an approximation. Comparison with a reaction rate would further require zero-point energy, tunnelling and the motion of the nuclei, which a classical barrier leaves out. The main computed values are collected in the numerical output.

## Values computed for the example and the checks

```
1 Eh = 627.5095 kcal/mol
saddle R = 1.7580 bohr; H2 r = 1.4038 bohr (FCI/cc-pVTZ)
central atom moved 0.10 bohr: -0.1673 kcal/mol
bend to 170 degrees: 0.1586 kcal/mol
6-31G determinants: 90
6-31G H3 CCSD    = -1.62614159 Eh
6-31G H3 CCSD(T) = -1.62624004 Eh
6-31G H3 CCSDT   = -1.62628226 Eh
6-31G H3 FCI     = -1.62628226 Eh
cc-pvdz: H3 UHF = -1.6010381, FCI = -1.6465191 Eh
cc-pvdz: H2 HF = -1.1287275, FCI = -1.1634526 Eh
cc-pvdz: H = -0.4992784 Eh; H3 UHF <S^2> = 0.7861
cc-pvdz: barrier UHF = 16.923 kcal/mol
cc-pvdz: barrier CCSDT=FCI = 10.173 kcal/mol
cc-pvdz: correlation part = -6.749 kcal/mol
cc-pvdz: H3 CCSD = -1.6461120, CCSD(T) = -1.6464166 Eh
cc-pvdz: barrier CCSD = 10.429 kcal/mol
cc-pvdz: barrier CCSD(T) = 10.237 kcal/mol
cc-pvdz: error CCSD = 0.2554, CCSD(T) = 0.0643 kcal/mol
cc-pvtz: H3 UHF = -1.6047801, FCI = -1.6563085 Eh
cc-pvtz: H2 HF = -1.1329393, FCI = -1.1723366 Eh
cc-pvtz: H = -0.4998098 Eh; H3 UHF <S^2> = 0.7871
cc-pvtz: barrier UHF = 17.551 kcal/mol
cc-pvtz: barrier CCSDT=FCI = 9.938 kcal/mol
cc-pvtz: correlation part = -7.612 kcal/mol
cc-pvtz: H3 CCSD = -1.6557389, CCSD(T) = -1.6561908 Eh
cc-pvtz: barrier CCSD = 10.296 kcal/mol
cc-pvtz: barrier CCSD(T) = 10.012 kcal/mol
cc-pvtz: error CCSD = 0.3574, CCSD(T) = 0.0739 kcal/mol
cc-pvqz: H3 UHF = -1.6053372, FCI = -1.6582622 Eh
cc-pvqz: H2 HF = -1.1334360, FCI = -1.1737958 Eh
cc-pvqz: H = -0.4999456 Eh; H3 UHF <S^2> = 0.7871
cc-pvqz: barrier UHF = 17.598 kcal/mol
cc-pvqz: barrier CCSDT=FCI = 9.713 kcal/mol
cc-pvqz: correlation part = -7.885 kcal/mol
cc-pvqz: H3 CCSD = -1.6576467, CCSD(T) = -1.6581431 Eh
cc-pvqz: barrier CCSD = 10.100 kcal/mol
cc-pvqz: barrier CCSD(T) = 9.788 kcal/mol
cc-pvqz: error CCSD = 0.3863, CCSD(T) = 0.0747 kcal/mol
H atom HF limit = -0.4999922 Eh (exact -0.5 Eh)
He FCI/cc-pVQZ = -2.902411 Eh
He extrapolated = -2.903761 Eh
He explicitly correlated = -2.903628 Eh
barrier HF limit = 17.608 kcal/mol
correlation limits: DT = -7.976, TQ = -8.084 kcal/mol
CCSDT=FCI barrier limit from DT = 9.632 kcal/mol
CCSDT=FCI barrier limit from TQ = 9.524 kcal/mol
same TQ limit = 0.015178 Eh
CCSD barrier limit from TQ = 9.932 kcal/mol
CCSD(T) barrier limit from TQ = 9.600 kcal/mol
CCSD limit with cc-pVTZ error = 9.882 kcal/mol
CCSD(T) limit with cc-pVTZ error = 9.598 kcal/mol
```
